# Continuous ferromagnetism for contact repulsion, a jump for Coulomb repulsion

## Question

I am trying to show that a uniform spin-1/2 Fermi gas with repulsive contact interactions becomes ferromagnetic in mean field at $k_Fa=\pi/2$, and that it does so continuously. Here $a>0$ is the scattering length and $k_F$ is the Fermi wavenumber of the unpolarized gas.

I compared the energy of the unpolarized gas with that of the fully polarized gas. They are equal at $k_Fa\approx1.66$, not at $1.571$. The same comparison for the electron gas with Coulomb exchange gives the Bloch transition at $r_s\approx5.45$, which I am told is right, and first order.

Why does comparing the two end states work for one interaction and fail for the other? And how can I be sure that one transition is continuous and the other is not, without just plotting curves?

## Answer

Your two energies are right, but for $\pi/2<k_Fa<1.870$, a range that contains your crossing at $1.66$, the contact gas has a partially polarized state below both of them. You need the energy at every polarization

$$\zeta=\frac{n_\uparrow-n_\downarrow}{n},\qquad 0\le\zeta\le1 .$$

I use $\hbar=m=1$, zero temperature and a fixed uniform density $n=k_F^3/(3\pi^2)$. Mean field means one Slater determinant, here with two filled Fermi spheres and spins along one axis. The polarization is free to take the value of lowest energy.

### The contact energy

Spin $\sigma$ fills a sphere of radius $k_\sigma$, so $n_\sigma=k_\sigma^3/(6\pi^2)$. Since $n_\sigma=n(1\pm\zeta)/2$, we have $k_\sigma=k_F(1\pm\zeta)^{1/3}$. The kinetic energy per volume of one spin is

$$\int_0^{k_\sigma}\frac{4\pi p^2\,dp}{(2\pi)^3}\,\frac{p^2}{2}=\frac{k_\sigma^5}{20\pi^2}.$$

Adding both spins and dividing by $n$ gives, per particle,

$$\frac{3k_F^2}{20}\left[(1+\zeta)^{5/3}+(1-\zeta)^{5/3}\right]=\frac35E_F\,F_{5/3}(\zeta),$$

where $E_F=k_F^2/2$ and $F_p(\zeta)=\tfrac12[(1+\zeta)^p+(1-\zeta)^p]$.

The contact strength is $g=4\pi a$. The direct energy per volume is $gn^2/2$, and exchange removes the equal-spin part:

$$\frac g2n^2-\frac g2(n_\uparrow^2+n_\downarrow^2)=g\,n_\uparrow n_\downarrow=\frac{gn^2}{4}(1-\zeta^2).$$

Per particle this is $\pi an(1-\zeta^2)=\dfrac{ak_F^3}{3\pi}(1-\zeta^2)$. Dividing by $E_F$ and writing $x=k_Fa$,

$$\frac{e}{E_F}=\frac35F_{5/3}(\zeta)+\frac{2x}{3\pi}(1-\zeta^2).\tag{1}$$

Polarizing costs kinetic energy and saves repulsion.

### Why the contact transition is continuous

Odd powers cancel in $F_p$, so with $t=\zeta^2$ the binomial series is

$$F_p=1+\sum_{k\ge1}\binom{p}{2k}t^k .$$

For $p=5/3$ the first two coefficients are

$$\binom{5/3}{2}=\frac{\frac53\cdot\frac23}{2}=\frac59,\qquad
\binom{5/3}{4}=\frac{\frac53\cdot\frac23\cdot(-\frac13)(-\frac43)}{24}=\frac5{243}.$$

Equation (1) becomes

$$\frac{e}{E_F}=\text{const}+\frac13\left(1-\frac{2x}{\pi}\right)t+\frac{t^2}{81}+\dots\tag{2}$$

The linear coefficient in $t$ changes sign at $x=\pi/2$. This shows where the unpolarized state loses local stability. To exclude an earlier jump to a distant minimum, look at all the higher terms. The numerator of $\binom{5/3}{2k}$ has two positive factors, $5/3$ and $2/3$, followed by $2k-2$ negative ones. That is an even number, so every coefficient is positive. The interaction contributes nothing beyond the linear term in $t$. Hence $e$ is strictly convex in $t$ and has one minimum on $0\le t\le1$.

For $x\le\pi/2$ the slope at $t=0$ is not negative, so the minimum is at $\zeta=0$. For larger $x$ it moves away from zero. Setting $de/d\zeta=0$ in (1),

$$\frac12\left[(1+\zeta)^{2/3}-(1-\zeta)^{2/3}\right]=\frac{4x}{3\pi}\zeta,$$

$$x=\frac{3\pi}{8\zeta}\left[(1+\zeta)^{2/3}-(1-\zeta)^{2/3}\right].\tag{3}$$

This is the condition $\dfrac{2x}{3\pi}=\dfrac35\dfrac{dF_{5/3}}{dt}$, whose right side increases steadily with $t$ by convexity. So $x$ rises continuously with $\zeta$, and $\zeta$ rises continuously with $x$. The two ends of the curve are

$$\zeta\to0:\ x=\frac{\pi}{2},\qquad \zeta=1:\ x=\frac{3\pi}{8}2^{2/3}\approx1.870 .$$

Just above onset, the $t$-derivative of (2) gives $\frac13(1-2x/\pi)+2t/81=0$, or

$$\zeta^2\simeq\frac{27}{2}\left(\frac{2x}{\pi}-1\right).\tag{4}$$

The polarization starts as a square root: continuous, but steep.

Your comparison sets $\frac35+\frac{2x}{3\pi}=\frac35\,2^{2/3}$, so $x=\frac{9\pi}{10}(2^{2/3}-1)\approx1.661$. At that point the gas is already partially polarized, and neither of your two states is the lowest.

### Numbers at $k_Fa=1.7$

Minimizing the energy gives $\zeta=0.8551$, and (3) confirms it:

$$\frac{3\pi}{8(0.8551)}\left[1.8551^{2/3}-0.1449^{2/3}\right]=1.70 .$$

The spin fractions are $(1\pm0.8551)/2$, about 93% and 7%. The end energies follow from (1):

$$\frac{e(0)}{E_F}=0.6+\frac{2(1.7)}{3\pi}=0.9608,\qquad \frac{e(1)}{E_F}=0.6\times2^{2/3}=0.9524 .$$

The partially polarized state has $e/E_F=0.9492$, lower than the end states by $0.0116$ and $0.0032$. Closer to onset, at $2x/\pi-1=10^{-2},10^{-3},10^{-4}$, the ratio $\zeta^2/(2x/\pi-1)$ is $12.81$, $13.43$ and $13.49$, approaching the $27/2$ of (4).

### The Coulomb energy

Now use hartree atomic units. The neutralizing background cancels the direct energy, leaving exchange between equal spins. For one spin, per volume,

$$-\frac12\int\frac{d^3q}{(2\pi)^6}\,\frac{4\pi}{q^2}\,O(q),$$

where $O(q)$ is the common volume of two spheres of radius $k_\sigma$ with centres $q$ apart. It counts the pairs of occupied states whose wavevectors differ by $\mathbf q$:

$$O(q)=2\int_{q/2}^{k_\sigma}\pi(k_\sigma^2-z^2)\,dz=\frac{4\pi}{3}k_\sigma^3-\pi k_\sigma^2q+\frac{\pi q^3}{12}.$$

With $d^3q=4\pi q^2dq$ the factors $q^2$ cancel, and

$$16\pi^2\int_0^{2k_\sigma}O\,dq=16\pi^3k_\sigma^4\left(\frac83-2+\frac13\right)=16\pi^3k_\sigma^4 .$$

Multiplying by $-\frac12/(2\pi)^6=-1/(128\pi^6)$ gives $-k_\sigma^4/(8\pi^3)$. Adding both spins and dividing by $n$,

$$e=\frac{3k_F^2}{10}F_{5/3}(\zeta)-\frac{3k_F}{4\pi}F_{4/3}(\zeta).\tag{5}$$

The coefficients of $F_{4/3}$ are $\binom{4/3}{2}=\frac29$ and $\binom{4/3}{4}=\frac{\frac43\cdot\frac13(-\frac23)(-\frac53)}{24}=\frac5{243}$, so

$$e=\text{const}+\left(\frac{k_F^2}{6}-\frac{k_F}{6\pi}\right)t+\left(\frac{k_F^2}{162}-\frac{5k_F}{324\pi}\right)t^2+\dots$$

The linear coefficient vanishes at $k_F=1/\pi$. There the next one is $\frac{2-5}{324\pi^2}=-\frac1{108\pi^2}$, which is negative. The energy therefore already falls away from $\zeta=0$ at this point, so a lower state exists before the unpolarized one becomes locally unstable.

### Why comparing the end states works for Coulomb

Write $a_k=\binom{5/3}{2k}$ and $b_k=\binom{4/3}{2k}$. Both are positive for $k\ge1$, by the same counting of signs. Their ratio $r_k=b_k/a_k$ obeys

$$\frac{r_{k+1}}{r_k}=\frac{(2k-\frac43)(2k-\frac13)}{(2k-\frac53)(2k-\frac23)}>1,$$

because each factor above exceeds the one below it and all are positive. The coefficient of $t^k$ in (5) is

$$c_k=a_k\left(\frac{3k_F^2}{10}-\frac{3k_F}{4\pi}r_k\right).$$

As $k$ grows, $c_k$ can change sign at most once, from positive to negative. If there is no change, $e$ is monotonic in $t$ and its minimum is at an end. If $c_m$ is the last coefficient that is not negative, consider

$$t^{1-m}\frac{de}{dt}=\sum_{k\ge1}k\,c_k\,t^{k-m}.$$

Terms with $k\le m$ do not increase with $t$, and those with $k>m$ decrease. The slope can therefore cross zero at most once, from positive to negative, which is a maximum. The lowest state is always $\zeta=0$ or $\zeta=1$ in this model, and your comparison is complete:

$$\frac{3k_F^2}{10}(2^{2/3}-1)=\frac{3k_F}{4\pi}(2^{1/3}-1)
\quad\Rightarrow\quad k_F=\frac{5}{2\pi(1+2^{1/3})}.$$

The last step uses $2^{2/3}-1=(2^{1/3}-1)(2^{1/3}+1)$. This is $k_F=0.3521\ \text{bohr}^{-1}$. With $r_s=(9\pi/4)^{1/3}/k_F$ it is $r_s=5.45$ bohr, and the polarized state wins at lower density.

The polarized state is a local minimum when the slope at $\zeta=1$ is negative:

$$\frac{k_F^2}{4}2^{2/3}-\frac{k_F}{2\pi}2^{1/3}<0\quad\Rightarrow\quad k_F<\frac{2^{2/3}}{\pi}.$$

The unpolarized state is one for $k_F>1/\pi$. Both are therefore local minima for $3.80<r_s<6.03$ bohr. At the transition a barrier of $0.73$ mHa ($19.8$ meV) per electron, with its top at $\zeta=0.79$, separates them. At $r_s=5.4$ bohr the energies of $\zeta=0$ and $\zeta=1$ are $-46.95$ and $-46.75$ mHa; at $5.5$ bohr they are $-46.78$ and $-46.97$ mHa. The order has reversed, and the polarization has jumped from 0 to 1.

### What makes the difference

Contact repulsion is quadratic in $\zeta$, while Coulomb exchange has higher terms that also favour polarization and are large enough to outweigh the kinetic ones. The size matters, not only the sign: for exchange $b_2/b_1=\frac{5}{54}$, for the kinetic energy $a_2/a_1=\frac1{27}$. Only because the first ratio is the larger is the $t^2$ coefficient negative where the linear one vanishes; with a smaller ratio it would stay positive there. Suppose we keep only the quadratic part of Coulomb exchange. Dividing by $k_F^2/2$, its $\zeta$-dependent part is $-\zeta^2/(3\pi k_F)$, which is the contact form $-2x\zeta^2/(3\pi)$ with $2x/\pi$ replaced by $1/(\pi k_F)$. The transition is then continuous. At $1/(\pi k_F)=1.001$ this truncated model has $\zeta=0.116$, as the contact gas does at $2x/\pi=1.001$; complete exchange gives $\zeta=1$.

The response to a weak magnetic field shows the same contrast. A field adds $-b\zeta$ to the energy. Minimizing $A\zeta^2-b\zeta$ gives $\zeta=b/(2A)$, where $A$ is the quadratic coefficient. Relative to free particles, the contact response is enhanced by $1/(1-2x/\pi)$, which diverges at onset. The Coulomb factor is $1/[1-1/(\pi k_F)]$. At the jump, $1/(\pi k_F)=0.3183/0.3521=0.904$, so the enhancement is about 10 and still finite.

### How far to trust it

The value $\pi/2$ belongs to the model. The relation $g=4\pi a$ is the leading term for small $k_Fa$, and $1.57$ is not small; pairing into bound states is also left out. The Coulomb result omits correlation and all states with non-uniform spin or charge density, such as a crystal of electrons, although these too can be single determinants. Neither critical value should be read as a prediction for a real gas or metal. The same holds for the order of each transition: it is proved here only for the energies (1) and (5), and it depends on the terms beyond $\zeta^2$, which corrections to mean field can change. The numerical output below lists the energies, polarizations and transition points used here, with energies obtained from the momentum integrals; the field enhancement of about 10 follows by hand from its $k_F$ values.

## Computed values

```
CONTACT GAS (energies per particle in EF)
onset kF a, from curvature of integrals = 1.57080
pi/2 = 1.57080
quartic coefficient at onset, numerical = 0.01236 EF
1/81 = 0.01235 EF
full polarization at kF a = 1.8701
equal energies of zeta=0 and zeta=1 at kF a = 1.6608
kF a = 1.58: zeta = 0.2770
kF a = 1.60: zeta = 0.4773
kF a = 1.65: zeta = 0.7248
kF a = 1.70: zeta = 0.8551
kF a = 1.80: zeta = 0.9758
kF a = 1.85: zeta = 0.9972
2 kF a/pi - 1 = 1e-02: zeta = 0.3579, zeta^2/excess = 12.812
2 kF a/pi - 1 = 1e-03: zeta = 0.1159, zeta^2/excess = 13.429
2 kF a/pi - 1 = 1e-04: zeta = 0.0367, zeta^2/excess = 13.493
kF a = 1.70: spin fractions = 0.9276, 0.0724
kF a = 1.70: energy at zeta=0 = 0.96075 EF
kF a = 1.70: energy at best zeta = 0.94920 EF
kF a = 1.70: energy at zeta=1 = 0.95244 EF
COULOMB GAS (energies per electron)
jump: kF = 0.3521 1/bohr, rs = 5.450 bohr
zeta=0 stability limit: kF = 0.3183 1/bohr, rs = 6.029 bohr
zeta=1 stability limit (formula): kF = 0.5053 1/bohr, rs = 3.798 bohr
zeta=1 limit from numerical slope: kF = 0.5050 1/bohr
quartic coefficient at kF=1/pi = -0.9397 mHa
-1/(108 pi^2) = -0.9382 mHa
barrier top at the jump: zeta = 0.7909
barrier height = 0.7282 mHa = 19.82 meV
rs = 5.4 bohr: kF = 0.3554 1/bohr, lowest zeta = 0
rs = 5.4 bohr: E(0) = -46.9527 mHa, E(1) = -46.7477 mHa
rs = 5.5 bohr: kF = 0.3489 1/bohr, lowest zeta = 1
rs = 5.5 bohr: E(0) = -46.7755 mHa, E(1) = -46.9715 mHa
CAUSE TEST at 1/(pi kF) = 1.001
quadratic part of exchange only: zeta = 0.1159
complete exchange: zeta = 1
```
